# How Large Is the Frequency Correction to K-L Breit Exchange?: a numerical check

```python
"""
Frequency correction to the Breit energy for exchange between closed K and L shells.
Result under test (hartree, small Z*alpha, bare point nucleus, Coulomb gauge):
    static K-L exchange   =  (536/2187) alpha^2 Z^3
    frequency correction  = -(235/4374) alpha^4 Z^5
Z: nuclear charge; alpha: fine-structure constant; c = 1/alpha;
w = |energy difference|/c: wavenumber of the exchanged photon (1/bohr).
The correction is the real transverse-photon exchange energy minus its w = 0 value.
Dirac orbitals: psi = (G/r Omega_kappa, i F/r Omega_-kappa).
"""
import math
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.optimize import brentq

ALPHA = const.fine_structure
C = 1.0 / ALPHA
EV = const.physical_constants["Hartree energy in eV"][0]
PAULI = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
LEVELS = {"1s": (1, -1), "2s": (2, -1), "2p1/2": (2, 1), "2p3/2": (2, -2)}
L_SHELL = ("2s", "2p1/2", "2p3/2")


def gauss(n, low=0.0, high=1.0):
    x, weight = np.polynomial.legendre.leggauss(n)
    return low + (high - low) * (x + 1) / 2, weight * (high - low) / 2


class Orbital:
    """Bound Dirac orbital with at most one radial node term."""

    def __init__(self, Z, name):
        n, kappa = LEVELS[name]
        za = Z * ALPHA
        gam = math.sqrt(kappa**2 - za**2)
        nr = n - abs(kappa)
        self.kappa, self.gam = kappa, gam
        self.W = C**2 / math.sqrt(1 + (za / (nr + gam))**2)
        self.lam = Z / math.sqrt((nr + gam)**2 + za**2)
        g0, f0, g1, f1 = 1.0, (gam + kappa) / za, 0.0, 0.0
        if nr == 1:
            q = -self.lam * C / (self.W + C**2)
            g1 = (self.lam * g0 + (self.W + C**2) / C * f0) / (gam + 1 + kappa - za * q)
            f1 = q * g1
        norm = 0.0
        for p0, p1 in ((g0, g1), (f0, f1)):
            for power, coeff in enumerate((p0 * p0, 2 * p0 * p1, p1 * p1)):
                s = 2 * gam + 1 + power
                norm += coeff * math.gamma(s) / (2 * self.lam)**s
        self.coeffs = np.array([g0, g1, f0, f1]) / math.sqrt(norm)

    def radial(self, r):
        """G(r) and F(r)."""
        g0, g1, f0, f1 = self.coeffs
        envelope = r**self.gam * np.exp(-self.lam * r)
        return envelope * (g0 + g1 * r), envelope * (f0 + f1 * r)

    def spinors(self, x):
        """All magnetic states at points x (3, P): array (state, 4, P)."""
        r = np.sqrt((x**2).sum(axis=0))
        n = x / r
        sigma_n = np.einsum("ist,ip->stp", PAULI, n)
        one, zero = np.ones(len(r), complex), np.zeros(len(r), complex)
        if abs(self.kappa) == 1:
            omega = np.array([[one, zero], [zero, one]]) / math.sqrt(4 * math.pi)
            if self.kappa == 1:
                omega = -np.einsum("stp,mtp->msp", sigma_n, omega)
        else:
            yp = -math.sqrt(3 / (8 * math.pi)) * (n[0] + 1j * n[1])
            y0 = math.sqrt(3 / (4 * math.pi)) * n[2] * one
            ym = math.sqrt(3 / (8 * math.pi)) * (n[0] - 1j * n[1])
            a, b = math.sqrt(2 / 3), math.sqrt(1 / 3)
            omega = np.array([[yp, zero], [a * y0, b * yp], [b * ym, a * y0], [zero, ym]])
        partner = -np.einsum("stp,mtp->msp", sigma_n, omega)
        G, F = self.radial(r)
        return np.concatenate([G / r * omega, 1j * F / r * partner], axis=1)


def current(a, b, x):
    """Transition current psi_a^dagger alpha_i psi_b: array (a, b, i, P)."""
    A, B = a.spinors(x).conj(), b.spinors(x)
    rule = "asp,ist,btp->abip"
    return (np.einsum(rule, A[:, :2], PAULI, B[:, 2:])
            + np.einsum(rule, A[:, 2:], PAULI, B[:, :2]))


def kernel_difference(w, r):
    """V(w)-V(0) = A alpha1.alpha2 + B (alpha1.rhat)(alpha2.rhat); series in w r."""
    x = w * r
    A, B = 2 * np.sin(x / 2)**2, np.zeros_like(x)
    for n in range(2, 26):
        term = (-1)**n * (2 * n - 1) * x**(2 * n - 2) / math.factorial(2 * n)
        A = A - term
        B = B - (2 * n - 3) * term
    return A / r, B / r


def build_grid():
    q, wq = gauss(28)
    t, wt = gauss(20)
    v, wv = gauss(16)
    Q, T, V = (m.ravel() for m in np.meshgrid(q, t, v, indexing="ij"))
    weight = np.einsum("i,j,k->ijk", wq, wt, wv).ravel()
    span = np.log((1 + T) / (1 - T))
    U = (1 - T) * np.exp(span * V)              # distance / larger radius
    return Q, T, U, weight * 2 * Q * T * U * U * span * 16 * math.pi**2


GRID = build_grid()


def exchange(Z, name_a, name_b):
    """Static exchange energy and frequency correction (hartree), position space."""
    a, b = Orbital(Z, name_a), Orbital(Z, name_b)
    w = abs(a.W - b.W) / C
    Q, T, U, weight = GRID
    rmax = 27 / (a.lam + b.lam)
    R = rmax * Q**2
    cosine = np.clip((1 + T**2 - U**2) / (2 * T), -1, 1)
    zero = np.zeros_like(R)
    x1 = np.array([zero, zero, R])
    x2 = R * T * np.array([np.sqrt(1 - cosine**2), zero, cosine])
    distance = R * U
    n = (x1 - x2) / distance
    J1, J2 = current(a, b, x1), current(a, b, x2).conj()
    dot = (J1 * J2).sum(axis=(0, 1, 2)).real
    along = ((J1 * n).sum(axis=2) * (J2 * n).sum(axis=2)).sum(axis=(0, 1)).real
    measure = weight * rmax * R**5
    A, B = kernel_difference(w, distance)
    static = np.sum(measure * (dot + along) / (2 * distance))
    return static, -np.sum(measure * (A * dot + B * along))


def k_l(Z):
    """Static and frequency parts for 1s with each L subshell: array (3, 2)."""
    return np.array([exchange(Z, "1s", name) for name in L_SHELL])


def strength(Z, name, k):
    """Summed squared transverse current of 1s-name at wavenumbers k along z."""
    a, b = Orbital(Z, "1s"), Orbital(Z, name)
    rmax = 27 / (a.lam + b.lam)
    q, wq = gauss(120)
    u, wu = gauss(80, -1, 1)
    phi = np.arange(4) * math.pi / 2
    r = rmax * q**2
    RR, UU, PP = np.meshgrid(r, u, phi, indexing="ij")
    S = np.sqrt(1 - UU**2)
    x = np.array([RR * S * np.cos(PP), RR * S * np.sin(PP), RR * UU]).reshape(3, -1)
    J = current(a, b, x)[:, :, :2]
    J = J.reshape(-1, len(r) * len(u), 4).sum(axis=2) * math.pi / 2
    volume = np.outer(wq * 2 * q * rmax * r**2, wu).ravel()
    phase = np.exp(1j * np.outer(k, np.outer(r, u).ravel()))
    return (np.abs(phase @ (J * volume).T)**2).sum(axis=1)


def momentum_shift(Z, name):
    """Frequency correction as a principal-value integral over wavenumber."""
    w = abs(Orbital(Z, "1s").W - Orbital(Z, name).W) / C
    top = 12.0 * Z
    k, wk = gauss(80, 0, top)
    S = strength(Z, name, np.append(k, w))
    integral = np.sum(wk * (S[:-1] - S[-1]) / (k**2 - w**2))
    integral -= S[-1] * math.log((top + w) / (top - w)) / (2 * w)
    return 2 / math.pi * w**2 * integral


# Orbitals satisfy both radial Dirac equations (finite differences)
for name in LEVELS:
    Zt, r, h = 50.0, 0.03, 1e-6
    o = Orbital(Zt, name)
    G, F = o.radial(r)
    Gp, Fp = o.radial(r + h)
    Gm, Fm = o.radial(r - h)
    right_G = -o.kappa * G / r + (o.W + C**2 + Zt / r) / C * F
    right_F = o.kappa * F / r - (o.W - C**2 + Zt / r) / C * G
    scale = (abs(G) + abs(F)) / r
    assert abs((Gp - Gm) / (2 * h) - right_G) < 1e-6 * scale
    assert abs((Fp - Fm) / (2 * h) - right_F) < 1e-6 * scale

# Kernel series against symbolic differentiation of the closed form
X = sp.symbols("x y z", real=True)
rs = sp.sqrt(sum(s**2 for s in X))
w_test, point = 1.7, (0.3, 0.4, 1.2)
r_test = math.sqrt(sum(p * p for p in point))
A_t, B_t = kernel_difference(w_test, np.array([r_test]))
for i, j in ((0, 0), (0, 2), (2, 2)):
    full = -sp.diff((sp.cos(w_test * rs) - 1) / (w_test**2 * rs), X[i], X[j])
    full = float(full.subs(dict(zip(X, point)))) - (i == j) * math.cos(w_test * r_test) / r_test
    nn = point[i] * point[j] / r_test**2
    breit = -((i == j) + nn) / (2 * r_test)
    assert abs(full - breit - ((i == j) * A_t[0] + nn * B_t[0])) < 1e-10

# Analytic coefficients from finite-part beta integrals of k^m/(k^2+9/4)^n


def beta_integral(m, n):
    s = sp.Rational(m + 1, 2)
    return (sp.Rational(3, 2)**(m + 1 - 2 * n) * sp.gamma(s) * sp.gamma(n - s)
            / (2 * sp.gamma(n)))


I = beta_integral
w2 = sp.Rational(3, 8)**2
static_2s = sp.simplify(2 / sp.pi * 32 * I(6, 6))
static_2p = sp.simplify(2 / sp.pi * (8 * I(0, 4) + 72 * I(4, 6)))
freq_2s = sp.simplify(2 / sp.pi * w2 * 32 * I(4, 6))
conv_2p = sp.simplify(2 / sp.pi * w2 * 8 * I(-2, 4))
spin_2p = sp.simplify(2 / sp.pi * w2 * 72 * I(2, 6))
freq_2p = conv_2p + spin_2p
static_c, freq_c = static_2s + static_2p, freq_2s + freq_2p
assert static_c == sp.Rational(536, 2187) and freq_c == -sp.Rational(235, 4374)

# Dirac position-space energies at Z = 1 against the analytic coefficients
one, two = k_l(1.0), k_l(2.0)
numeric = one / np.array([ALPHA**2, ALPHA**4])
for value, formula in ((numeric[0, 0], static_2s), (numeric[1:, 0].sum(), static_2p),
                       (numeric[0, 1], freq_2s), (numeric[1:, 1].sum(), freq_2p)):
    assert abs(value / float(formula) - 1) < 1e-3      # relativity and quadrature
exponent_low = math.log(two[:, 1].sum() / one[:, 1].sum()) / math.log(2)
assert abs(exponent_low - 5) < 2e-3

# Transition strengths at Z = 1 against the nonrelativistic closed forms
k = np.array([0.7, 1.5, 3.0])
D = k**2 + 9 / 4
S_2s = strength(1.0, "2s", k) / ALPHA**2
S_2p = (strength(1.0, "2p1/2", k) + strength(1.0, "2p3/2", k)) / ALPHA**2
assert np.allclose(S_2s, 32 * k**6 / D**6, rtol=2e-3, atol=0)
assert np.allclose(S_2p, 8 / D**4 + 72 * k**4 / D**6, rtol=2e-3, atol=0)

# Full correction at Z = 50: position space against momentum space
fifty = k_l(50.0)
momentum = np.array([momentum_shift(50.0, name) for name in L_SHELL])
assert np.allclose(fifty[:, 1], momentum, rtol=2e-3, atol=1e-3 * abs(momentum).max())

# Where the magnitude reaches 1 eV
Z_naive = (1 / (EV * ALPHA**4))**0.2
Z_law = (1 / (EV * ALPHA**4 * abs(float(freq_c))))**0.2


def magnitude(Z):
    return -k_l(Z)[:, 1].sum() * EV


Z_cross = brentq(lambda Z: magnitude(Z) - 1, 30, 65, xtol=1e-5)
below, above = math.floor(Z_cross), math.floor(Z_cross) + 1
E_below, E_above = magnitude(below), magnitude(above)
assert E_below < 1 < E_above
parts = k_l(Z_cross) * EV
exponent = math.log(magnitude(1.02 * Z_cross) / magnitude(0.98 * Z_cross)) / math.log(1.02 / 0.98)
l_l = EV * sum(exchange(Z_cross, p, q)[1] for p, q in
               (("2s", "2p1/2"), ("2s", "2p3/2"), ("2p1/2", "2p3/2")))
assert abs(l_l) < 0.01

print(f"fine-structure constant alpha = {ALPHA:.9f}")
print(f"1 hartree = {EV:.6f} eV")
print(f"alpha^4 hartree = {ALPHA**4 * EV:.5e} eV")
print("Leading coefficients, static in alpha^2 Z^3 hartree:")
print(f"  1s-2s {static_2s}, 1s-2p {static_2p}, sum {static_c} = {float(static_c):.6f}")
print("Leading coefficients, frequency part in alpha^4 Z^5 hartree:")
print(f"  1s-2s {freq_2s} = {float(freq_2s):.6f}")
print(f"  1s-2p convection {conv_2p} = {float(conv_2p):.6f}")
print(f"  1s-2p spin {spin_2p} = {float(spin_2p):.6f}")
print(f"  1s-2p sum {freq_2p} = {float(freq_2p):.6f}")
print(f"  K-L sum {freq_c} = {float(freq_c):.6f}")
print(f"ratio / (Z alpha)^2 = {freq_c / static_c} = {float(freq_c / static_c):.5f}")
print("Dirac values at Z = 1, same units:")
print(f"  static K-L {numeric[:, 0].sum():.6f}, frequency K-L {numeric[:, 1].sum():.6f}")
print(f"  exponent of Z between Z = 1 and 2: {exponent_low:.5f}")
print("Dirac K-L exchange: Z, static (eV), frequency (eV), ratio, ratio/(Z alpha)^2")
for Z in (10, 20, 30, 40, 50, 60):
    s, f = k_l(float(Z)).sum(axis=0) * EV
    print(f"  {Z:3d} {s:10.4f} {f:11.6f} {f / s:10.6f} {f / s / (Z * ALPHA)**2:9.5f}")
print(f"Z = 50 frequency part, position space: {fifty[:, 1].sum() * EV:.5f} eV")
print(f"Z = 50 frequency part, momentum space: {momentum.sum() * EV:.5f} eV")
print(f"1 eV crossing, coefficient set to one: Z = {Z_naive:.2f}")
print(f"1 eV crossing, leading law: Z = {Z_law:.2f}")
print(f"1 eV crossing, Dirac orbitals and full kernel: Z = {Z_cross:.2f}")
print(f"  magnitude at Z = {below}: {E_below:.4f} eV; at Z = {above}: {E_above:.4f} eV")
print("At the Dirac crossing:")
print(f"  Z alpha = {Z_cross * ALPHA:.4f}, (Z alpha)^2 = {(Z_cross * ALPHA)**2:.4f}")
for name, (s, f) in zip(L_SHELL, parts):
    print(f"  1s-{name}: static {s:.4f} eV, frequency {f:.5f} eV")
print(f"  static K-L sum = {parts[:, 0].sum():.4f} eV")
print(f"  leading law there = {float(freq_c) * ALPHA**4 * Z_cross**5 * EV:.4f} eV")
print(f"  local exponent of Z = {exponent:.3f}")
print(f"  L-L frequency correction = {l_l:.2e} eV")
print("done: every assertion held")
```

Running it gives:

```
fine-structure constant alpha = 0.007297353
1 hartree = 27.211386 eV
alpha^4 hartree = 7.71635e-08 eV
Leading coefficients, static in alpha^2 Z^3 hartree:
  1s-2s 4/81, 1s-2p 428/2187, sum 536/2187 = 0.245085
Leading coefficients, frequency part in alpha^4 Z^5 hartree:
  1s-2s 1/324 = 0.003086
  1s-2p convection -140/2187 = -0.064015
  1s-2p spin 7/972 = 0.007202
  1s-2p sum -497/8748 = -0.056813
  K-L sum -235/4374 = -0.053727
ratio / (Z alpha)^2 = -235/1072 = -0.21922
Dirac values at Z = 1, same units:
  static K-L 0.245089, frequency K-L -0.053726
  exponent of Z between Z = 1 and 2: 4.99997
Dirac K-L exchange: Z, static (eV), frequency (eV), ratio, ratio/(Z alpha)^2
   10     0.3557   -0.000414  -0.001164  -0.21867
   20     2.8607   -0.013225  -0.004623  -0.21704
   30     9.7393   -0.100021  -0.010270  -0.21428
   40    23.3757   -0.419009  -0.017925  -0.21038
   50    46.4189   -1.268471  -0.027327  -0.20527
   60    81.9270   -3.122975  -0.038119  -0.19884
Z = 50 frequency part, position space: -1.26847 eV
Z = 50 frequency part, momentum space: -1.26847 eV
1 eV crossing, coefficient set to one: Z = 26.46
1 eV crossing, leading law: Z = 47.48
1 eV crossing, Dirac orbitals and full kernel: Z = 47.66
  magnitude at Z = 47: 0.9334 eV; at Z = 48: 1.0361 eV
At the Dirac crossing:
  Z alpha = 0.3478, (Z alpha)^2 = 0.1209
  1s-2s: static 8.1949 eV, frequency 0.05680 eV
  1s-2p1/2: static 17.0166 eV, frequency -0.03816 eV
  1s-2p3/2: static 14.8129 eV, frequency -1.01863 eV
  static K-L sum = 40.0243 eV
  leading law there = -1.0192 eV
  local exponent of Z = 4.959
  L-L frequency correction = 4.70e-05 eV
done: every assertion held
```
